# Inverse-frequency magnetic resistance noise from a broad distribution of barriers

**Q.** A magnetic tunnel-junction sensor is said to have resistance noise that falls as $1/f$ because small regions of its free layer hop between two states. But one hopping region has one relaxation time. Where could a spectrum without a time scale come from?

**A.** Not from one region, so let us first see what one region does. Let it have wells 1 and 2. The resistance is higher by $\delta R$ in well 2, and the energy of well 2 is higher by $\Delta$. Let $E$ be the barrier height measured from the mean of the two well energies. The climb is $E+\Delta/2$ from well 1 and $E-\Delta/2$ from well 2. For thermally activated hopping with a common attempt rate $\nu_0$,

$$w_{12}=\nu_0e^{-(E+\Delta/2)/kT},\qquad w_{21}=\nu_0e^{-(E-\Delta/2)/kT}.$$

The occupation $P_2$ obeys $\dot P_2=w_{12}(1-P_2)-w_{21}P_2=w_{12}-\Gamma P_2$, where

$$\Gamma=w_{12}+w_{21}=2\nu_0e^{-E/kT}\cosh\frac{\Delta}{2kT}\equiv\frac1\tau .$$

It relaxes at rate $\Gamma$ to $p_2=w_{12}/\Gamma$, and $p_1=1-p_2=w_{21}/\Gamma$. Since $w_{12}w_{21}=\nu_0^2e^{-2E/kT}$,

$$p_1p_2=\frac{w_{12}w_{21}}{\Gamma^2}=\frac{1}{4\cosh^2(\Delta/2kT)} .$$

A region in well 2 at time zero is there at time $t>0$ with probability $p_2+p_1e^{-\Gamma t}$. The correlation of the resistance excess is therefore $\delta R^2p_2(p_2+p_1e^{-\Gamma t})$. Subtracting the squared mean, $\delta R^2p_2^2$, leaves the covariance

$$C(t)=\delta R^2\,p_1p_2\,e^{-\Gamma|t|}.$$

**Q.** Which spectrum do you take? Factors of two and four get lost here.

**A.** The one-sided spectrum, defined for $f>0$ so that $\int_0^\infty S\,df=C(0)$. With $\omega=2\pi f$ this means $S=4\int_0^\infty C(t)\cos\omega t\,dt$. The integral of $e^{-\Gamma t}\cos\omega t$ is $\Gamma/(\Gamma^2+\omega^2)$. Dividing top and bottom by $\Gamma^2$ gives

$$S(f)=4\,\delta R^2\,p_1p_2\,\frac{\tau}{1+\omega^2\tau^2}.$$

The normalization holds, because $\int_0^\infty 4\tau\,df/(1+\omega^2\tau^2)=(4/2\pi)(\pi/2)=1$.

As a test, a random telegraph trace was simulated with $E=0.40$ eV and $\Delta=30$ meV at 300 K. Its estimated spectrum, divided by this Lorentzian, averaged 1.001, 1.005 and 1.003 over the ranges $0.3<\omega\tau<0.8$, $0.8<\omega\tau<2$ and $2<\omega\tau<6$.

**Q.** That is flat at low frequency and falls as $1/f^2$ at high frequency. It confirms my doubt.

**A.** It does for one region. Now take $N$ of them with different barriers, and suppose that they hop independently. The covariance of a sum contains cross terms between different regions. Independence makes these vanish, so the spectra add.

Let the barriers be uniform between $E_1$ and $E_2$, with density $D=N/(E_2-E_1)$ per unit energy. Keep $\delta R$ and, for the moment, $\Delta$ the same for all. Then

$$S_R=4\,\delta R^2p_1p_2\,D\int_{E_1}^{E_2}\frac{\tau(E)}{1+\omega^2\tau(E)^2}\,dE .$$

Because $\tau\propto e^{E/kT}$, we have $d\tau/\tau=dE/kT$, or $dE=kT\,d\tau/\tau$. A uniform spread of barriers is a uniform spread of $\ln\tau$. The factor $1/\tau$ cancels the $\tau$ in the numerator:

$$S_R=4\,\delta R^2p_1p_2DkT\int_{\tau_1}^{\tau_2}\frac{d\tau}{1+\omega^2\tau^2}
=\frac{4\,\delta R^2p_1p_2DkT}{\omega}\left[\arctan\omega\tau_2-\arctan\omega\tau_1\right],$$

with $\tau_1=\tau(E_1)$ and $\tau_2=\tau(E_2)$. If $\omega\tau_1\ll1\ll\omega\tau_2$, the bracket is close to $\pi/2$. With $\omega=2\pi f$ the prefactor becomes $4(\pi/2)/(2\pi f)=1/f$, so

$$S_R(f)\approx\frac{DkT\,\delta R^2\,p_1p_2}{f}.$$

The time scale has not been abolished. It has been moved to the two ends of the distribution, far from the frequencies observed.

**Q.** "Close to $\pi/2$" is vague. How far is the sum from $1/f$?

**A.** Write $x_1=\omega\tau_1$ and $x_2=\omega\tau_2$, and use $\arctan x_2=\pi/2-\arctan(1/x_2)$. The shortfall relative to the $1/f$ law is

$$\epsilon=\frac2\pi\left[\arctan x_1+\arctan\frac1{x_2}\right]\le\frac2\pi\left(x_1+\frac1{x_2}\right),$$

because $\arctan x\le x$ for $x\ge0$. The local exponent $\gamma=-d\ln S_R/d\ln f$ follows by differentiating $[\arctan x_2-\arctan x_1]/\omega$. Each $x$ is proportional to $\omega$, so $d(\arctan x)/d\ln\omega=x/(1+x^2)$, and

$$\gamma=1-\frac{x_2/(1+x_2^2)-x_1/(1+x_1^2)}{\arctan x_2-\arctan x_1}.$$

Outside the band the law fails in two ways:

- For $x_2\ll1$, $\arctan x\approx x$. The spectrum is the constant $4\delta R^2p_1p_2DkT(\tau_2-\tau_1)$, since even the slowest region is fast on this scale.
- For $x_1\gg1$, $\arctan x\approx\pi/2-1/x$. The spectrum is $4\delta R^2p_1p_2DkT(1/\tau_1-1/\tau_2)/\omega^2$.

A usable $1/f$ band needs $\tau_2/\tau_1=e^{(E_2-E_1)/kT}$ to be large, and this is what "broad" means. If $E_2-E_1\ll kT$, all the regions share nearly one $\tau$ and the single Lorentzian returns.

**Q.** You also gave every region the same asymmetry. In a disordered film, why should the wells of one region be balanced like those of another?

**A.** They should not. Let $\Delta$ be uniform on $[-W,W]$, independently of $E$. Both climbs stay positive if $W<2E_1$. The asymmetry enters $\tau$ through the factor $1/\cosh(\Delta/2kT)$, which shifts the ends of the band. Well inside the band it matters through $p_1p_2$ alone. With $u=\Delta/2kT$,

$$\langle p_1p_2\rangle=\int_{-W}^{W}\frac{d\Delta}{2W}\,\frac{1}{4\cosh^2(\Delta/2kT)}
=\frac{kT}{4W}\int_{-W/2kT}^{W/2kT}\frac{du}{\cosh^2u}
=\frac{kT}{2W}\tanh\frac{W}{2kT}.$$

The result for the device, averaged over the random placing of barriers and asymmetries, is

$$\boxed{S_R(f)\approx\frac{DkT\,\delta R^2}{f}\,\frac{kT}{2W}\tanh\frac{W}{2kT}}$$

The bound on $\epsilon$ survives the averaging if $\tau_1$ is taken at $\Delta=0$, where it is largest, and $\tau_2$ at $|\Delta|=W$, where it is smallest.

The temperature dependence has two limits, at fixed $D$, $W$ and $\delta R$. For $W\ll kT$ the hyperbolic tangent equals its argument, $\langle p_1p_2\rangle=1/4$, and the noise grows as $T$. For $W\gg kT$ it grows as $T^2$. One power counts the barriers within reach of a given frequency, the other the regions balanced enough to visit both wells.

**Q.** A total noise power that diverges at low frequency would worry me.

**A.** It does not diverge, because the spectrum flattens below the band. Each Lorentzian integrates to its own variance, so

$$\int_0^\infty S_R\,df=N\,\delta R^2\langle p_1p_2\rangle .$$

Between $f_l$ and $f_h$, both inside the band, the integral of $1/f$ gives $DkT\,\delta R^2\langle p_1p_2\rangle\ln(f_h/f_l)$. Its share of the total is $kT\ln(f_h/f_l)/(E_2-E_1)$.

**Q.** I can accept the algebra and still reject the uniform density. Nothing in a film makes it flat.

**A.** It need not be flat over the whole range. Define $E_f$ as the barrier for which $\omega\tau=1$. For balanced wells, $E_f=kT\ln(2\nu_0/\omega)$. Then $\omega\tau=e^{(E-E_f)/kT}$, and the Lorentzian becomes a function of barrier height:

$$\frac{\tau}{1+\omega^2\tau^2}=\frac1\omega\,\frac{1}{\omega\tau+1/(\omega\tau)}=\frac{1}{2\omega\cosh[(E-E_f)/kT]}.$$

A measurement at $f$ thus samples barriers within a few $kT$ of $E_f$. Since $\int_{-\infty}^\infty du/\cosh u=\pi$, a density that varies slowly over this window gives $S_R\approx D(E_f)kT\,\delta R^2p_1p_2/f$. As $dE_f/d\ln f=-kT$, the exponent is

$$\gamma\approx1+kT\left.\frac{d\ln D}{dE}\right|_{E_f}.$$

More high barriers mean more slow regions and a steeper spectrum.

There is a second solvable case, $D(E)=D_0e^{sE/kT}$ with $|s|<1$ and distant band edges. With $u=(E-E_f)/kT$ the sum contains

$$\int_{-\infty}^{\infty}\frac{e^{su}}{\cosh u}\,du=\int_0^\infty\frac{y^{(1+s)/2-1}}{1+y}\,dy=\frac{\pi}{\sin[\pi(1+s)/2]}=\frac{\pi}{\cos(\pi s/2)},$$

where $y=e^{2u}$ and the last integral is the standard one. Hence

$$S_R=\frac{D(E_f)kT\,\delta R^2p_1p_2}{f\cos(\pi s/2)}\propto f^{-(1+s)},$$

because $D(E_f)\propto(2\nu_0/\omega)^s$. Numerical summation over barriers with $s=0.2$ gave the exponent 1.2000.

**Q.** Put numbers on a device. What is a hopping region, and how large is its $\delta R$?

**A.** As a model, take a small patch whose magnetization turns between two directions while the film around it stays put. This suits a patch that is magnetically isolated from its surroundings. In a continuous soft film, exchange makes the surroundings turn too, over a distance of order $\sqrt{2A_{ex}/(M_sB_{sat})}$, which is 70 to 100 nm for an exchange stiffness $A_{ex}$ of 1 to $2\times10^{-11}$ J/m and the magnetization $M_s$ and saturation field $B_{sat}$ used below, and $\delta R$ would then be much larger for the same turn of the patch. The parameters are round model values, and the noise level that follows from them is an illustration.

The junction has an area of 100 µm² and a resistance-area product of 10 kΩ µm², so $R=100$ Ω. The whole area conducts in parallel, with local conductance proportional to $1+m\cos\theta$, where $\theta$ is the angle between the two magnetizations. A magnetoresistance ratio $\mathrm{TMR}=(R_{AP}-R_P)/R_P$ requires $(1+m)/(1-m)=1+\mathrm{TMR}$, so $m=\mathrm{TMR}/(2+\mathrm{TMR})=1/3$ for 100 %.

The sensor works around $\theta=90°$. A patch of 30 nm × 30 nm occupies a fraction $a=9.0\times10^{-6}$ of the area. If it turns from 45° to 135°, $\cos\theta$ changes by $\sqrt2$. To first order in this small fraction, the relative changes of conductance and resistance have equal magnitude:

$$\frac{\delta R}{R}=\sqrt2\,ma=1.414\times0.3333\times9.0\times10^{-6}=4.24\times10^{-6}.$$

**Q.** And the spectrum?

**A.** Take $N=600$ such regions, barriers from 0.1 to 0.9 eV, $W=0.1$ eV, $\nu_0=10^9$ s⁻¹ and $T=300$ K, where $kT=25.85$ meV. Then $D=600/0.8=750$ per eV and $DkT=19.39$. The average occupation factor is 0.1240, so

$$\frac{fS_R}{R^2}=19.39\times0.1240\times(4.243\times10^{-6})^2=4.33\times10^{-11}.$$

Direct summation of the Lorentzians over barriers and asymmetries gives $4.33\times10^{-11}$ at 0.1 Hz and $4.32\times10^{-11}$ at 10 kHz.

The fastest balanced region has $\tau_1=2.39\times10^{-8}$ s. At 10 kHz, $\omega\tau_1=1.5\times10^{-3}$, and the bound on the relative shortfall is $9.6\times10^{-4}$. The computed shortfall is $7.8\times10^{-4}$. It lies below the bound because unbalanced regions have smaller $\tau_1$. The upper band edge, $1/(2\pi\tau_1)$, is 6.7 MHz. At 10 MHz the exponent has risen to 1.67, on its way to 2. These two values describe the model rather than a real film, because the lowest climb, $E_1-W/2=0.05$ eV, is only about $2kT$, where activated hopping with a constant attempt rate is doubtful. The lower edge is near $10^{-6}$ Hz.

The band from 0.1 Hz to 10 kHz holds 37 % of the total variance. Its rms resistance is $R\,(4.33\times10^{-11}\ln10^5)^{1/2}=2.2$ mΩ.

**Q.** A sensor user asks for field, not resistance.

**A.** Let the free layer respond linearly, $\cos\theta=B/B_{sat}$, with $B_{sat}=5$ mT. Around zero field, $|d\ln R/dB|=m/B_{sat}=6.67$ % per mT, or 66.7 T⁻¹. At 1 Hz the relative resistance noise is $(4.33\times10^{-11})^{1/2}=6.58\times10^{-6}$ per √Hz. This corresponds to

- a voltage noise of 0.33 µV/√Hz at 50 mV bias;
- a field noise of $6.58\times10^{-6}/66.7=9.9\times10^{-8}$ T/√Hz, that is 99 nT/√Hz.

At fixed magnetic parameters, $S_R$ is 0.62 times its 300 K value at −40 °C and 1.65 times at 125 °C. A real film also changes its magnetization and barriers with temperature, which these factors leave out.

**Q.** With 600 regions, and about 19 per $kT$ of barrier, one device will not show the average.

**A.** No. Let $L$ be the Lorentzian of one randomly drawn region. For $N$ independent draws the relative variance of the sum is $(\langle L^2\rangle/\langle L\rangle^2-1)/N$. Write $v=p_1p_2$ and $x=\omega\tau$, measure $L$ in units of $\delta R^2$, and take the frequency inside the band. Then

$$\langle L\rangle=\frac{2\pi\langle v\rangle}{\omega}\frac{kT}{E_2-E_1},\qquad
\langle L^2\rangle=\frac{16\langle v^2\rangle}{\omega^2}\frac{kT}{E_2-E_1}\int_0^\infty\frac{x\,dx}{(1+x^2)^2},$$

and the last integral is $1/2$. Hence

$$\frac{\mathrm{Var}\,S_R}{\langle S_R\rangle^2}=\frac{2}{\pi^2DkT}\frac{\langle v^2\rangle}{\langle v\rangle^2}-\frac1N .$$

With $t=\tanh(W/2kT)$ and $\int\cosh^{-4}u\,du=\tanh u-\tfrac13\tanh^3u$, the average over $\Delta$ gives $\langle v^2\rangle=(kT/8W)(t-t^3/3)$. Dividing by $\langle v\rangle^2=(kTt/2W)^2$,

$$\frac{\langle v^2\rangle}{\langle v\rangle^2}=\frac{W}{2kT}\,\frac{1-t^2/3}{t}.$$

The standard deviation of $S_R$ at a given frequency is 11 % of the mean here, and randomly drawn devices gave the same figure at 10 Hz. At fixed $E_2-E_1$ and $W$ this scatter falls as $N^{-1/2}$. A small junction with few regions can therefore show separate Lorentzian bumps.

**Q.** You assumed independence, yet magnetic patches act on each other.

**A.** Their dipole fields can be sized. For randomly placed points the mean nearest-neighbour distance is $r=\tfrac12(N/A)^{-1/2}=204$ nm, $A$ being the junction area. For a magnetization $M_s=800$ kA/m and a thickness of 4 nm, a patch has the volume $V_p=3.6\times10^{-24}$ m³. Turning by 90° changes its moment by $\delta\mu=\sqrt2\,M_sV_p=4.1\times10^{-18}$ A m². If the changes of moment of both regions lie along the line joining them, one hop changes the neighbour's asymmetry by $2\mu_0\,\delta\mu^2/(4\pi r^3)=2.4$ meV, about a tenth of $kT$. For two such regions with balanced wells and 0.45 eV barriers, a coupling of this size that favours alignment raises the joint noise by 2.0 % at 10 Hz, near their corner frequency, and by 4.8 % well below it. Closer pairs couple more strongly, as $1/r^3$: the same coupling reaches $kT$ at about 93 nm, and a fraction $1-e^{-\pi r^2N/A}\approx15$ % of the regions has a neighbour that close. Adding the point-dipole pair corrections over random barriers, asymmetries and directions, for all pairs more than 45 nm apart, raises the mean device noise at 10 Hz by about 1.5 %. Exchange through the continuous film is left out.

An applied field of 1 mT along $\delta\mu$ shifts $\Delta$ by 25 meV, about $kT$. Different regions then become balanced, so the noise of one device can change with field. When $W$ is several $kT$, as here, the ensemble mean changes little as long as the shifted range still covers $\Delta=0$ and several $kT$ on both sides. For a shift $\sigma$ it is

$$\langle p_1p_2\rangle=\frac{kT}{4W}\left[\tanh\frac{W+\sigma}{2kT}+\tanh\frac{W-\sigma}{2kT}\right].$$

With $W=0.1$ eV this is 2 % below its zero-field value at 1 mT, but 26 % below at 3 mT and 73 % below at 5 mT, where the shift exceeds $W$. The noise figures given above therefore apply near zero field.

**Q.** Other noise sources must take over somewhere.

**A.** Electrons cross the barrier in both directions as independent events, at rates $r_\pm$ with $r_+/r_-=e^{eV/kT}$. The current is $I=e(r_+-r_-)$ and its white noise is $2e^2(r_++r_-)=2eI\coth(eV/2kT)$, which includes both Johnson and shot noise. At 0.5 mA and 100 Ω it amounts to 1.46 nV/√Hz. The magnetic noise falls to this level at $(0.329\,\text{µV}/1.464\,\text{nV})^2\,\text{Hz}\approx50$ kHz. The voltage noise is thus no longer mainly $1/f$ well before the magnetic band ends.

The free layer also fluctuates without hopping. Take a uniform moment $M_sV_F$, where $V_F$ is the layer volume, held by an isotropic stiffness field $B_0$, with damping $\alpha$ and gyromagnetic ratio $g$. Its squared transverse deflection decays at the rate $2\alpha gB_0/(1+\alpha^2)$. A random field of one-sided density $S_B$ on each of two axes feeds it at the rate $g^2S_B/(1+\alpha^2)$. Equipartition demands a mean square of $2kT/(M_sV_FB_0)$, so $S_B=4\alpha kT/(gM_sV_F)$. For $\alpha=0.01$ this is 54 pT/√Hz, far below 99 nT/√Hz at 1 Hz.

Charge traps in the barrier give $1/f$ noise by the same sum. Assume $10^{12}$ per cm², each blocking 1 nm², with the same energy distributions. Their noise is then 0.9 % of the magnetic noise. This depends on the assumed density and blocked area, and a poor barrier could have much more.

Tunnelling of the magnetization is negligible at 300 K: with the attempt rate as the barrier frequency, the usual crossover estimate $\hbar\nu_0/k$ is 7.6 mK.

**Q.** So how much of this should I believe for a real sensor?

**A.** The chosen resistance-area product, magnetoresistance and saturation field are in the rough range of tunnel-junction field sensors. The area-normalized noise, $AfS_R/R^2=4.3\times10^{-9}$ µm², lies within the span of several decades, very roughly $10^{-10}$ to $10^{-6}$ µm², that such junctions cover. That agreement is no prediction, because the number of regions and the patch size were chosen, the turning of the film around each patch was left out, and the level scales as $N\,\delta R^2$.

A real film need not have a flat density of barriers. Suppose the density is a bell curve centred at 0.5 eV with a standard deviation of 0.2 eV, cut off at 0.1 and 0.9 eV, with balanced wells. At 1 kHz the sampled barrier is 0.328 eV, and the slope rule gives

$$\gamma\approx1-\frac{kT(E_f-0.5\,\text{eV})}{(0.2\,\text{eV})^2}=1+\frac{0.02585\times0.172}{0.04}=1.11 .$$

Direct summation gives 1.107. The small difference arises because the rule takes the slope of $\ln D$ at one point, whereas the sum averages over the window of a few $kT$. An exponent near 1.1 is still compatible with this mechanism. Within the model, the departure of the ensemble-averaged spectrum from an exponent of 1 gives approximately the tilt, $kT\,d\ln D/dE$, of a slowly varying barrier density near $E_f$. The local exponent of a single device also scatters by chance, because few regions contribute at any one frequency. For the 600 regions above with flat density, its standard deviation is about 0.07, and about 0.04 for a slope taken over two decades, so a small departure at one frequency in one device does not establish a tilt. The numerical output lists the remaining values.

## Numbers as computed

```
Temperature 300 K, kT = 25.852 meV
Attempt rate = 1.0e+09 1/s
Barriers 0.1 to 0.9 eV, W = 0.1 eV, N = 600
Density D = 750.0 per eV, D kT = 19.389
Mean p1p2 = 0.12397
tau at lower edge (zero asym.) = 2.393e-08 s
tau at upper edge (zero asym.) = 6.581e+05 s
smallest tau at upper edge = 1.864e+05 s
Upper band edge 1/(2 pi tau) = 6.652e+06 Hz
Lower band edge 1/(2 pi tau) = 8.539e-07 Hz
Area 100 um2, RA 10000 ohm um2, R = 100.0 ohm
TMR = 100 %, m = 0.3333
Patch side 30 nm, area fraction = 9.00e-06
Jump dR/R = 4.2426e-06, dR = 0.4243 mohm
Law: f S_R/R^2 = 4.3265e-11
Quadrature f S_R/R^2 at 0.1 Hz = 4.3265e-11
Quadrature f S_R/R^2 at 10 Hz = 4.3265e-11
Quadrature f S_R/R^2 at 1000 Hz = 4.3262e-11
Quadrature f S_R/R^2 at 10000 Hz = 4.3232e-11
Shortfall from 1/f at 10 kHz = 7.76e-04
Exponent at 10 kHz = 1.00078
Exponent at 10 MHz = 1.674
Area x f S_R/R^2 = 4.327e-09 um2
Bias 50 mV, current = 0.500 mA
Voltage noise at 1 Hz = 0.3289 uV/rtHz
B_sat 5 mT, sensitivity = 6.667 %/mT
Field noise at 1 Hz = 98.7 nT/rtHz
rms dR, 0.1 Hz to 10 kHz = 2.232 mohm
rms field, same band = 335 nT
Share of total variance in band = 0.372
Noise at 233.15 K / at 300 K = 0.621
Noise at 398.15 K / at 300 K = 1.648
T exponent: W=0.19 eV 1.991, W=1 meV 1.000
Change at 100 Hz for tenfold attempt rate = 7.0e-06
Barrier probed at 10 Hz = 0.447 eV, 1 kHz = 0.328 eV
Tilted density s = 0.2: exponent = 1.2000
Bell density (centre 0.5 eV, sigma 0.2 eV), 1 kHz:
  exponent quadrature 1.1072, law 1.1114
Device scatter of S: law 0.1138, sampled 0.1138
Simulated trace / Lorentzian = 1.001, 1.005, 1.003
Neglected effects:
Nearest-neighbour distance = 204 nm
Dipolar coupling (M = 8e+05 A/m, t = 4 nm) = 2.43 meV
Noise change of a coupled pair at 10 Hz = 2.0 %
Johnson+shot noise = 1.464 nV/rtHz
Corner with Johnson+shot noise = 50.5 kHz
Thermal magnetization noise (damping 0.01) = 54.2 pT/rtHz
Assumed traps: 1e+12 per cm2, 1 nm2 each
Trap noise / magnetic noise = 0.0093
Magnetic tunnelling crossover = 7.6 mK
Asymmetry shift by 1 mT = 25.4 meV
```
